Phonon boundary conductance of aluminium on sapphire: acoustic and diffuse mismatch models, part 1

(Sections cited here and not found follow in the second part.)

The T³ boundary conductance of aluminium on sapphire in the acoustic and diffuse mismatch models

An aluminium film on a sapphire substrate, heated at a few kelvin, loses its heat through the interface. Sapphire is an insulator, so only lattice vibrations can carry the energy across. A phonon that reaches the interface is partly reflected, because the two solids differ in density and in sound speed, and a steady heat flux therefore needs a finite temperature step at the boundary. The flux per unit area divided by this step is the boundary conductance G. At low temperature the thermal phonons have wavelengths of tens to hundreds of atomic spacings (section 8), each solid acts as an elastic continuum, and G can be computed from two densities and four sound speeds.

PROBLEM

Aluminium (side 1) fills z < 0 and sapphire (side 2) fills z > 0. Hartree atomic units are used, with ħ = 1 and the temperature written as an energy, τ = k_B T. Both solids are taken as isotropic, lossless elastic continua with ω = v_j k for one longitudinal branch (L) and two transverse branches. Scattering at the interface conserves the frequency. Only phonons are counted. The temperature of a side is the temperature of the Bose distribution of the phonons that travel towards the interface from that side. The chosen inputs, roughly typical of the two materials, are ρ = 2700 kg/m³, v_L = 6240 m/s, v_T = 3040 m/s for aluminium and ρ = 3970 kg/m³, v_L = 10890 m/s, v_T = 6450 m/s for sapphire.

(a) Show that G ∝ τ³ and find the condition that equilibrium puts on the transmission probabilities.
(b) Find G in the acoustic mismatch model (AMM): a flat, perfectly bonded interface. Show that the condition of (a) holds.
(c) Find an upper bound on G.
(d) Find G in the diffuse mismatch model (DMM), where a phonon loses all memory at the interface.
(e) Evaluate the results and find their range of validity.

Detailed balance plays a different part in the two models. In the AMM nothing is left to impose: the condition is a theorem, and it serves to test a calculation. In the DMM it is the equation that fixes the transmission.

SOLUTION

1. The one-way flux and the T³ law

Let α_ij(θ) be the probability that a phonon of branch j on side i, arriving at angle θ from the normal, crosses the interface into any branch. A continuum with a flat boundary contains no length, so α cannot depend on ω in the AMM; in the DMM it will turn out not to. There are d³k/(2π)³ modes per unit volume, each holding energy ω n with n = 1/(e^(ω/τ) − 1) and moving towards the interface with normal velocity v cosθ. The energy that crosses from side i per unit area and time is

q_i = Σ_j ∫ k² dk sinθ dθ dφ/(8π³) · ω n · v_ij cosθ · α_ij(θ),

with θ from 0 to π/2 only, since the other half of the phonons moves away. The φ integral gives 2π. With k = ω/v, k² dk = ω² dω/v³, and one factor v cancels:

q_i = K_i (1/4π²) ∫_0^∞ ω³ n dω,

K_i = Σ_j Γ_ij / v_ij²,   Γ_ij = ∫_0^(π/2) α_ij(θ) cosθ sinθ dθ.

For α = 1, Γ = 1/2. The weight is v⁻², not the v⁻³ of the density of states, because a flux is a density times a speed.

Put x = ω/τ, so that the integral is τ⁴ ∫ x³/(eˣ − 1) dx. Expanding 1/(eˣ − 1) = Σ_(m≥1) e^(−mx) and using ∫ x³ e^(−mx) dx = 6/m⁴ gives 6 Σ m⁻⁴. The sum follows from the Fourier series y² = π²/3 + 4 Σ (−1)^m cos(my)/m² on (−π, π). Parseval's theorem equates the mean of y⁴, which is π⁴/5, to π⁴/9 + 8 Σ m⁻⁴, so Σ m⁻⁴ = (4π⁴/45)/8 = π⁴/90. The integral is π⁴/15, and

q_i(τ) = π² τ⁴ K_i / 60.

The net flux from 1 to 2 is q_1(τ1) − q_2(τ2). At τ1 = τ2 the two solids are in equilibrium and it must vanish, which requires

K_1 = K_2 ≡ K.   (detailed balance)

With this, the net flux is (π²K/60)(τ1⁴ − τ2⁴), and for a small step

G = dq/dτ = (π²/15) τ³ K.

If K_1 ≠ K_2, the net flux does not vanish as the step goes to zero, no conductance can be defined, and heat would flow between bodies at one temperature.

In atomic units G is power per area per unit of τ, with unit 1/(a0² t_au), where a0 is the Bohr radius and t_au the atomic unit of time. Since dq/dT = k_B dq/dτ, the SI value is G times k_B/(a0² t_au) = 2.03829×10¹⁴ W m⁻² K⁻¹.

2. The slowness variable

A flat interface is invariant under translation along itself, so the parallel wave vector is conserved along with ω. Their ratio p = sinθ/v, the parallel slowness, is the same for all incident, reflected and transmitted waves; this is Snell's law. Since dp = cosθ dθ/v, one has cosθ sinθ dθ/v² = p dp, and

K_i = ∫_0^∞ p 𝒯_i(p) dp,

where 𝒯_i(p) is the sum of α_ij over those branches of side i that propagate at this p, that is, those with p < 1/v_ij. Such a branch is called an open channel. The two sides are now written with one variable and one measure, and 𝒯_1(p) = 𝒯_2(p) is sufficient for detailed balance.

3. The acoustic mismatch model

The displacement obeys ρ ∂²u_i/∂t² = ∂_j σ_ij with σ_ij = λ δ_ij ∇·u + μ(∂_i u_j + ∂_j u_i). Take x along the parallel wave vector and u = e exp[iω(px + qz − t)], with slowness vector s = (p, 0, q). Each derivative gives iω s, and the factor −ω² cancels:

ρ e = (λ + μ) s (s·e) + μ (s·s) e.

For e parallel to s this gives ρ = (λ + 2μ) s·s, and for e·s = 0 it gives ρ = μ s·s. Hence s·s = 1/v² with v_L² = (λ + 2μ)/ρ and v_T² = μ/ρ, and

q = ±√(v⁻² − p²).

For p > 1/v the channel is closed, q is imaginary, and only the sign that decays away from the interface is allowed: q = +i|q| on side 2 and q = −i|q| on side 1. The polarisations are e_L = v_L(p, 0, q), e_SV = v_T(q, 0, −p) and e_SH = (0, 1, 0). SV lies in the plane of incidence and SH is normal to it. All three have e·e = 1 because v²(p² + q²) = 1.

The traction on a plane of constant z is σ_iz. Write σ_iz = iω b_i times the exponential. Then

b_x = μ(q e_x + p e_z),   b_y = μ q e_y,   b_z = λ(p e_x + q e_z) + 2μ q e_z.

For L, b_x = 2μ v_L p q, and b_z = v_L[λ(p² + q²) + 2μq²] = v_L[(λ + 2μ)/v_L² − 2μp²] = v_L β, with β = ρ − 2μp². For SV, b_x = μ v_T(q² − p²) = v_T(μ/v_T² − 2μp²) = v_T β, and b_z = −2μ v_T p q because s·e = 0. As columns (u_x, u_z, b_x, b_z),

f_L(q) = v_L (p, q, 2μpq, β),
f_SV(q) = v_T (q, −p, β, −2μpq),

and the SH wave has (u_y, b_y) = (1, μq).

The energy flux along z is P = −⟨σ_iz ∂u_i/∂t⟩. For the real parts of complex fields the time average is −½ Re[σ_iz (∂u_i/∂t)*]. With σ = iωb and (∂u/∂t)* = iωu*, the product is −ω² u†b, so

P = ½ ω² Re(u†b).

For an open L wave, e·b = v²(2μp²q + qβ) = ρv²q. For SV, e·b = v²(qβ + 2μp²q) = ρv²q. For SH, e·b = μq = ρv²q. A wave of displacement amplitude A carries ½ω² ρv²q |A|². Define normalised waves f̂ = f/√(ρv²|q|); an open wave a f̂ then carries ±½ω²|a|², and ratios of |a|² are probabilities. Squared displacement amplitudes without the factor ρv²|q| are not probabilities.

Perfect bonding means that u and b are continuous at z = 0. Let q_i,j denote the root with positive real or positive imaginary part. For a unit wave of branch j incident from side 1,

f̂_1,j(+q_1,j) + r_L f̂_1,L(−q_1,L) + r_SV f̂_1,SV(−q_1,SV) = t_L f̂_2,L(+q_2,L) + t_SV f̂_2,SV(+q_2,SV).

These are four linear equations for four amplitudes when j is L or SV. The y components form a separate pair of equations, so SH does not mix with L or SV. For incidence from side 2 the term f̂_2,j(−q_2,j) stands on the right instead. The probability α is the sum of |t|² over open channels. Closed channels must stay in the linear system, since they are needed to meet the boundary conditions, but they are left out of the sum.

Two cases are solved by hand. For SH let y_i = μ_i q_i, and use displacement amplitudes. Continuity gives 1 + R = T and y_1(1 − R) = y_2 T. Putting R = T − 1 in the second gives y_1(2 − T) = y_2 T, so T = 2y_1/(y_1 + y_2). The flux ratio is y_2T²/y_1:

α_SH = 4 y_1 y_2/(y_1 + y_2)².

At p = 0, f_L has u_z = ±1 and b_z = ρv_L, so b_z/u_z = ±Z with Z = ρv, and f_SV has b_x/u_x = ±ρv_T. No mixing occurs, the algebra is that of SH, and α = 4Z_1Z_2/(Z_1 + Z_2)² for each branch.

4. Detailed balance in the AMM

Take two solutions u, u′ of one frequency in one medium. The equation of motion gives ∂_jσ′_ij = −ρω²u′_i, and likewise for u*. Then

∂_j(u*_i σ′_ij − σ*_ij u′_i) = (∂_j u*_i)σ′_ij − σ*_ij ∂_j u′_i,

the two terms in ρω² u*·u′ having cancelled. Each remaining term equals λ(∇·u*)(∇·u′) + 2μ ε*_ij ε′_ij, with ε the symmetric strain, because σ is symmetric and λ, μ are real. The divergence is zero. For equal real p the x dependence cancels in the products, so the z component, iω W with

W = u†b′ + b†u′,

does not depend on z. For two plane waves W is proportional to exp[iω(q′ − q*)z], so W = 0 unless q′ = q*. Three consequences follow. Open waves with different q carry no cross flux. A closed wave has q* = −q ≠ q and carries no flux, alone or with any other allowed wave; its only partner would be the growing wave, which is excluded. The one pair with equal q, SV and SH moving the same way, has W = 0 because the two share no component. The total flux P = ¼ω² W(u, u) on each side is thus a plain sum over open waves.

Let a_1, a_2 be the vectors of incoming normalised amplitudes on the two sides and c_1, c_2 the outgoing ones, open channels only. Since u and b are continuous, P is the same on both faces: |a_1|² − |c_1|² = |c_2|² − |a_2|². With c = S a this reads a†(S†S − 1)a = 0 for every a, so S†S = 1, and SS† = 1 as well because S is a square matrix. Write c_1 = r a_1 + t′a_2 and c_2 = t a_1 + r′a_2. The side-1 blocks of the two relations are

r†r + t†t = 1,   r r† + t′t′† = 1.

The traces of r†r and rr† are equal, so Tr t†t = Tr t′t′†. The left side is the sum of all |t_ab|², which is 𝒯_1(p), and the right side is 𝒯_2(p). Therefore 𝒯_1 = 𝒯_2 ≡ 𝒯 at every p, and K_1 = K_2.

A stronger statement holds channel by channel. The equations have real coefficients, so the complex conjugate of the spatial part of a solution is a solution; it has p → −p and q → −q*. A reflection x → −x, u_x → −u_x, which is a symmetry of both isotropic solids, restores p. Closed waves keep their q and still decay. For open waves, e_L = v(p, 0, q) becomes v(−p, 0, q) = −e_L(−q), e_SV becomes v(−q, 0, −p) = +e_SV(−q), and e_SH is unchanged. Incoming and outgoing waves trade places, with the diagonal sign matrix D (−1 for L, +1 otherwise): the new solution has incoming amplitudes D c* and outgoing D a*, so D a* = S D c*. Unitarity gives a = S†c, or a* = Sᵀ c*. Comparing, S = D Sᵀ D, and |S_ab| = |S_ba|. Integrating with p dp gives

Γ_(a→b)/v_a² = Γ_(b→a)/v_b².

The probabilities agree at equal p, not at equal angle, and the angular averages Γ differ by the ratio of squared speeds.

A closed expression for 𝒯 follows from the same W. The three outgoing waves of a side have independent displacement vectors, so their tractions are linear in u: b = Z_2 u on side 2 and b = −Z_1 u on side 1, with 3×3 impedance matrices Z_i. Let H_i = (Z_i + Z_i†)/2. The outgoing flux is ½ω² u†H_i u, which is a sum of |c|² over the N_i open channels, so H_i is non-negative with rank N_i. An incoming wave (u_a, b_a) on side 1 has W = 0 with every outgoing wave u_r, that is u_r†(b_a − Z_1†u_a) = 0 for all u_r, so b_a = Z_1†u_a. Continuity, with u = u_a + u_r, reads Z_2 u = Z_1†u_a − Z_1(u − u_a), so u = 2gH_1u_a with g = (Z_1 + Z_2)⁻¹. For normalised incoming waves W_ab = 2u_a†H_1u_b = 2δ_ab, so the N_1 vectors H_1^(1/2) u_a are an orthonormal basis of the range of H_1, and Σ_a H_1u_a u_a†H_1 = H_1. Summing u†H_2u over a gives

𝒯 = 4 Tr[H_2 g H_1 g†],

the matrix form of 4Z_1Z_2/(Z_1 + Z_2)².

5. Thresholds and the upper bound

The inputs are converted with v_au = 2.187691×10⁶ m/s and ρ_au = 6.14732 kg/m³. For aluminium, ρ = 2700/6.14732 = 439.216, v_L = 6240/2.187691×10⁶ = 2.85232×10⁻³ and v_T = 1.38959×10⁻³. For sapphire, ρ = 645.810, v_L = 4.97785×10⁻³ and v_T = 2.94831×10⁻³. The moduli μ = ρv_T² and λ = ρv_L² − 2μ are μ_1 = 8.48112×10⁻⁴, λ_1 = 1.87712×10⁻³, μ_2 = 5.61374×10⁻³ and λ_2 = 4.77505×10⁻³. Channels close at p = 1/v, in the order

200.89 (sapphire L) < 339.18 (sapphire T) < 350.59 (Al L) < 719.64 (Al T).

Above p = 339.18 sapphire has no open channel and 𝒯 = 0: aluminium phonons are totally reflected. In angle, sinθ_c = v_1/v_2. An aluminium L phonon can feed sapphire L up to 34.96° and sapphire T up to 75.34°. An aluminium T phonon can feed sapphire L up to 16.21° and sapphire T up to 28.12°. Transverse phonons dominate the flux that strikes the interface from the aluminium, and most of them lie outside that cone.

Since t†t = 1 − r†r, its eigenvalues lie between 0 and 1, and the number of non-zero ones is at most the rank of t, which cannot exceed min(N_1, N_2). For p < 339.18 all three aluminium channels are open, so the minimum is N_2. Each sapphire branch contributes ∫_0^(1/v) p dp = 1/(2v²). With S_i = Σ_j v_ij⁻²,

K ≤ K_rad = S_2/2,   G_rad = (π²/30) τ³ S_2.

This is the radiation limit. It also follows directly from K = K_2 and Γ_2j ≤ 1/2, so it binds any elastic model that obeys detailed balance: no more can cross than sapphire sends to the interface.

This part has derived the τ³ law and the detailed-balance condition K_1 = K_2, set up the acoustic mismatch model and proved that it obeys this condition, and found the radiation limit as an upper bound on G. What remains is to evaluate the acoustic mismatch model, to derive and evaluate the diffuse mismatch model, and to find the range of validity of the results.
